# Potential decay in double-gate films and gate-all-around wires of equal thickness

## Problem

A transistor channel lies along $x$ between a source at $x=0$ and a drain at $x=L$. It has one of two shapes:

- a film of thickness $t$, with $|y|<t/2$, very wide along $z$, and a gate on each face;
- a round wire of diameter $t$, with a gate wrapped around it.

The gates of each device share one potential, and the insulator between gate and channel is vanishingly thin. The transistor is below threshold, so the charge of its mobile electrons is negligible. The channel permittivity is uniform and isotropic.

The source and drain disturb the channel potential, and far from each end the disturbance falls as $e^{-x/\lambda}$, with $x$ measured from that end. Find $\lambda$ for both shapes and their ratio at equal $t$. Then find how far the two barriers are lowered for $t=8$ nm and $L=20$ nm, and decide what survives when the insulator has a real thickness.

The length $\lambda$ is defined by a fall of the potential by a factor $e$. It is not a decay length of the current.

## The equation for the disturbance

In atomic units the total potential $\Phi$ obeys

$$\nabla\cdot(\epsilon\nabla\Phi)=-4\pi\rho ,$$

where $\rho$ is the fixed dopant charge. Let $\Phi_\infty(y,z)$ be the potential of a very long channel with the same dopants and gate voltage. It obeys the same equation with the same $\rho$. For the difference $\varphi=\Phi-\Phi_\infty$ the charge cancels, and since $\epsilon$ is constant in the channel,

$$\nabla^2\varphi=0 .$$

No potential can drop across an insulator of zero thickness. The gate therefore fixes the channel surface at the same value in both problems, and $\varphi=0$ on the gated surface. The dopants affect $\Phi_\infty$ but not $\lambda$.

## First estimate by scaling

Laplace's equation says that the curvature of $\varphi$ along $x$ balances its curvature across the channel. The first is $\varphi/\lambda^2$. Across the channel, $\varphi$ falls from its axial value to zero within a distance of order $t$, so each gated direction contributes a curvature of about $-C\varphi/t^2$, with $C$ a pure number. The film has one such direction and the wire has two:

$$\frac1{\lambda_{\rm film}^2}\approx\frac{C}{t^2},\qquad
\frac1{\lambda_{\rm wire}^2}\approx\frac{2C}{t^2},\qquad
\frac{\lambda_{\rm film}}{\lambda_{\rm wire}}\approx\sqrt2\approx1.41 .$$

The ratio does not need $C$, but it assumes that $C$ is the same for both shapes.

A parabolic profile supplies a value for $C$. For the film take $f=1-4y^2/t^2$, which is one on the axis and zero at the gates. Its second derivative is $-8/t^2$, so $C=8$. For the wire take $f=1-4(y^2+z^2)/t^2$. Each of its two second derivatives is $-8/t^2$, and their sum is $-16/t^2$. With Laplace's equation imposed on the axis, where $f=1$,

$$\lambda_{\rm film}\approx\frac{t}{\sqrt8}=2.83\ {\rm nm},\qquad
\lambda_{\rm wire}\approx\frac t4=2.00\ {\rm nm}.$$

Away from the axis these profiles violate Laplace's equation: their transverse curvature stays constant while $f$ itself falls to zero.

## Exact solution

Insert $\varphi=f(y,z)\,e^{-x/\lambda}$ into Laplace's equation. Two derivatives along $x$ give $1/\lambda^2$, so with $k=1/\lambda$

$$-\nabla_\perp^2 f=k^2f,\qquad f=0\ \text{on the gated surface}.$$

The slowest decay belongs to the smallest $k$. Multiplying by $f$ and integrating by parts, with no boundary term because $f$ vanishes there, gives

$$k^2=\frac{\int|\nabla_\perp f|^2\,dA}{\int f^2\,dA}. \tag{1}$$

Thus $k^2$ is positive. If $f$ is varied by a small $\delta f$ that vanishes at the gates, the quotient changes to first order by $-2\int\delta f\,(\nabla_\perp^2f+k^2f)\,dA/\int f^2\,dA$, where $k^2$ is the value of the quotient. At its minimum this change is zero for every $\delta f$, so the minimizing function obeys the mode equation. The smallest $k^2$ is therefore the minimum of the quotient over all functions that vanish at the gates.

**Film.** For a disturbance uniform along $z$, $f''=-k^2f$, so $f=A\cos ky+B\sin ky$. The conditions at $y=\pm t/2$ are

$$A\cos\frac{kt}2\pm B\sin\frac{kt}2=0 .$$

Their sum and difference require $A\cos(kt/2)=0$ and $B\sin(kt/2)=0$. The smallest positive solution is $kt/2=\pi/2$ with $B=0$:

$$\lambda_{\rm film}=\frac t\pi .$$

The next even mode has $kt/2=3\pi/2$ and decays three times faster.

**Wire.** An angular factor $\cos m\theta$ adds the positive term $m^2f^2/r^2$ to the numerator of (1), so the smallest $k$ has $m=0$. The radial equation is then

$$f''+\frac1r f'+k^2f=0 .$$

Try $f=\sum_n c_n r^{2n}$. The first two terms turn $c_nr^{2n}$ into $[2n(2n-1)+2n]\,c_nr^{2n-2}=4n^2c_nr^{2n-2}$. Equating the coefficients of $r^{2n-2}$ gives $c_n=-k^2c_{n-1}/(4n^2)$. With $c_0=1$ the sum is the Bessel function

$$J_0(kr)=\sum_{n=0}^\infty\frac{(-1)^n}{(n!)^2}\left(\frac{kr}2\right)^{2n}.$$

The second solution of the radial equation behaves as $\ln r$ near the axis. It would need a line charge there, so it is excluded. The gate condition is $J_0(kt/2)=0$. The first zero of $J_0$, found numerically, is $j_{01}=2.4048$, and therefore

$$\lambda_{\rm wire}=\frac{t}{2j_{01}},\qquad
\frac{\lambda_{\rm film}}{\lambda_{\rm wire}}=\frac{2j_{01}}{\pi}=1.531 .$$

For $t=8$ nm the lengths are $8/\pi=2.55$ nm and $8/4.8097=1.66$ nm. At equal thickness the wire's length is 35% shorter than the film's.

## Comparison of estimate and solution

Scaling finds the proportionality to $t$ and the right order of the two shapes. Its ratio, 1.41, is 8% below the exact one. The parabolic lengths are too long by 11% for the film and 20% for the wire, relative to the exact values.

The sign of this error can be derived. Let $p=0$ for the film and $p=1$ for the wire, and let $r$ be the distance from the midplane or axis. Both mode equations read

$$(r^pf')'=-k^2r^pf .$$

Set $f(0)=1$. Up to its first zero $f$ is positive, so $r^pf'$ is negative and $f$ falls from one. Hence $f\le1$ and $(r^pf')'\ge-k^2r^p$. Integrating from zero, dividing by $r^p$ and integrating again,

$$f'\ge-\frac{k^2r}{p+1},\qquad
f\ge1-\frac{k^2r^2}{2(p+1)} .$$

The right side is the parabola with the same $k$. It reaches zero first, at $kr=\sqrt2$ for the film and $kr=2$ for the wire, where the true modes reach zero at $\pi/2$ and 2.405. To fit a given thickness the parabola needs a smaller $k$, hence a longer $\lambda$.

The ratio $\sqrt2$ does have an exact owner. For a rectangular wire of thickness $t$ and width $w$, gated on all four sides, $f=\cos(\pi y/t)\cos(\pi z/w)$ vanishes on every side and is positive inside. It gives

$$\frac1{\lambda^2}=\pi^2\left(\frac1{t^2}+\frac1{w^2}\right).$$

As $w\to\infty$ this becomes the film. At $w=t$ it gives $\lambda=t/(\sqrt2\,\pi)$, a factor $\sqrt2$ below the film. The circle of diameter $t$ fits inside this square. Its mode, continued by zero into the corners, is an allowed trial function for the square in (1), so the square's smallest $k$ cannot exceed the circle's. The round wire therefore has the shorter length, in agreement with $1.531>\sqrt2$. The scaling argument counted the gated directions correctly but missed the gate's closer approach where the square has corners.

## From decay length to barrier lowering

Take an undoped channel, for which $\Phi_\infty$ is constant, and let the source and drain be planes at uniform potentials $V_s=0.4$ V and $V_d=1.0$ V above the gated surface. The difference of 0.6 V is the drain bias. An electron has energy $-e\varphi$, so without end effects it meets a barrier of 0.4 eV above the source. The smallest value $P$ of $\varphi$ along the axis measures how far this barrier is lowered by both ends together.

First find how strongly a uniform end potential excites the slowest mode. Two modes with different $k$ are orthogonal: subtracting $f_n\nabla_\perp^2f_m$ from $f_m\nabla_\perp^2f_n$ and integrating gives $(k_m^2-k_n^2)\int f_mf_n\,dA=0$. The axial weight per unit end potential is therefore $c=\int f\,dA/\int f^2\,dA$ with $f=1$ on the axis. For the film,

$$c=\frac{2t/\pi}{t/2}=\frac4\pi=1.273 .$$

For the wire put $a=t/2$, so $ka=j_{01}$, and use $J_0'=-J_1$. Integrating $(rf')'=-k^2rf$ from 0 to $a$ gives

$$\int_0^a rf\,dr=-\frac{af'(a)}{k^2}=\frac{aJ_1(j_{01})}{k}.$$

Multiplying the same equation by $2rf'$ gives $[(rf')^2]'=-k^2r^2(f^2)'$. Integrate it, by parts on the right, with $f(a)=0$:

$$a^2f'(a)^2=2k^2\int_0^a rf^2\,dr
\quad\Rightarrow\quad
\int_0^a rf^2\,dr=\frac{a^2J_1^2(j_{01})}{2}.$$

The quotient is $c=2/[j_{01}J_1(j_{01})]=1.602$.

Along the axis the slowest mode has the form $F=Ae^{-x/\lambda}+Be^{x/\lambda}$, with $F(0)=cV_s$ and $F(L)=cV_d$. With $q=L/\lambda$ these two conditions give

$$A=\frac{c(V_se^q-V_d)}{2\sinh q},\qquad
B=\frac{c(V_d-V_se^{-q})}{2\sinh q}.$$

At the minimum $F'=0$, so the two terms are equal. Each is then $\sqrt{AB}$, and

$$P=2\sqrt{AB}=\frac{c\sqrt{2V_sV_d\cosh q-V_s^2-V_d^2}}{\sinh q}
\approx2c\sqrt{V_sV_d}\,e^{-L/2\lambda}.$$

The last form holds for $q\gg1$, where $\cosh q\approx\sinh q\approx e^q/2$ and the squared potentials under the root are negligible.

For the film $L/\lambda=7.854$ and $e^{-L/2\lambda}=0.0197$, so

$$P\approx2(1.273)(0.632\ {\rm V})(0.0197)=0.032\ {\rm V}.$$

For the wire $L/\lambda=12.024$ and $e^{-L/2\lambda}=0.00245$, so

$$P\approx2(1.602)(0.632\ {\rm V})(0.00245)=0.0050\ {\rm V}.$$

On the axis the barriers fall by 32 meV and 5.0 meV. A length ratio of 1.53 has become a factor of more than six, because $\lambda$ stands in an exponent.

The wire has the same $L/\lambda$ as the 20 nm film at a gate length of $20/1.531=13.1$ nm. Its mode weight is larger, however. Equal lowering at the same voltages needs the extra length $2\lambda_{\rm wire}\ln(1.602/1.273)=0.76$ nm, which makes 13.8 nm.

## An insulator of finite thickness

Let the insulator have thickness $d$ and permittivity $\epsilon_i$, and let the channel have $\epsilon_s$. If $d$ is small compared with $t$ and $\lambda$, the potential falls linearly from $f(a)$ to zero across the insulator. Continuity of the normal displacement gives

$$\epsilon_sf'(a)=-\epsilon_i\frac{f(a)}d
\quad\Rightarrow\quad f(a)+s f'(a)=0,\qquad s=\frac{\epsilon_s}{\epsilon_i}d .$$

The left side of the second equation is the first-order expansion of $f(a+s)$. The mode behaves as if the gate stood a distance $s$ outside the channel, and $t$ is replaced by $t+2s$ in both decay lengths. The ratio $2j_{01}/\pi$ is unchanged to first order in $d$. "Vanishingly thin" thus means that both $s$ and $d$ are small compared with $t$. The condition on $s$ is the stricter one when $\epsilon_s>\epsilon_i$.

For larger $d$ the mode must be solved in both materials. In the film, $f=A\cos ky$ in the channel and $f=B\sin k(a+d-y)$ in the upper insulator. Continuity of potential and displacement gives

$$A\cos ka=B\sin kd,\qquad \epsilon_sA\sin ka=\epsilon_iB\cos kd .$$

Dividing the second by the first,

$$\epsilon_s\tan ka=\epsilon_i\cot kd .$$

In the wire the insulator excludes the axis, so the second Bessel function $Y_0$ is allowed there. With $b=a+d$, the combination $J_0(kr)Y_0(kb)-Y_0(kr)J_0(kb)$ vanishes at the gate. The same two continuity conditions, with $Y_0'=-Y_1$, give

$$\epsilon_s\frac{J_1(ka)}{J_0(ka)}=\epsilon_i
\frac{J_1(ka)Y_0(kb)-Y_1(ka)J_0(kb)}{J_0(ka)Y_0(kb)-Y_0(ka)J_0(kb)} .$$

Take silicon, $\epsilon_s=11.7$, with 1 nm of silicon dioxide, $\epsilon_i=3.9$. Then $s=3$ nm and $t+2s=14$ nm. The first-order lengths are 4.46 nm and 2.91 nm. The smallest roots of the matching equations, found numerically, give 4.23 nm for the film and 2.79 nm for the wire. These exceed the ideal lengths by 66% and 68%, but their ratio is 1.518, within 1% of the ideal 1.531. For these numbers the comparison of shapes survives, while the ideal lengths themselves do not.

## The model beside silicon transistors

The chosen thickness, gate length and voltages are rough values for scaled silicon logic transistors, and 1 nm is a rough oxide-equivalent insulator thickness. The lengths above are for 1 nm of actual oxide. An insulator of higher permittivity with the same equivalent thickness is physically thicker, and its $\lambda$ is longer, by 18% in the film and 23% in the wire for a permittivity of 20. The ratio of the two lengths then falls to 1.46, about 5% below the ideal value. Of the assumptions examined here, the ideal insulator is the one whose failure changes $\lambda$ most. Putting the corrected $\lambda$ into the formula for $P$, but keeping the ideal $c$, raises the estimated lowering from 32 to about 150 meV in the film and from 5 to roughly 60 meV in the wire. These are estimates of size. They are too high by roughly a tenth in the film and a quarter in the wire, since $c$ is smaller with the oxide present. Nor can the limit be reached by thinning the oxide. The full 1.0 V between drain and gated surface across 1 nm would be a mean field of 10 MV/cm, roughly the breakdown field of silicon dioxide. For a 3.1 eV barrier and a mass of 0.4 electron masses, the tunnelling factor $e^{-2\kappa d}$, with $\kappa$ the decay constant of the wave function in the oxide, rises from about $10^{-5}$ at 1 nm to 0.3 at 0.1 nm. A higher $\epsilon_i$ reduces $s$ without thinning, but unless $\epsilon_i$ is close to $\epsilon_s$, $s$ describes the insulator accurately only while $d$ itself is small compared with $t$ and $\lambda$.

Other omissions have these sizes:

- **Confinement.** An electron between hard walls obeys the same transverse equation as $f$, so its lowest energy is $1/(2m\lambda^2)$ in atomic units, with the ideal $\lambda$. Here $m$ is the mass across the channel, taken equal in all gated directions. For 0.92 and 0.19 electron masses, the heavy and light values in silicon, this is 6 and 31 meV in the film. A silicon valley has only one heavy axis, so at least one direction across a wire is light. For a wire along a crystal axis the lowest energy is about 43 meV with one heavy and one light direction across it, and 72 meV with two light ones. Confinement raises the lowest electron energy in the channel but leaves the Laplace length unchanged. It also spreads the electron over the cross-section, where $\varphi$ at the barrier top is smaller than on the axis, so the barrier of a confined electron falls by less than $P$.
- **Source-to-drain tunnelling.** A semiclassical (WKB) estimate with the light mass at 300 K compares the current below the barrier top with the thermal current above it. It uses the barrier shape of the slowest mode and the transmission $1/(1+e^{S})$, with $S=2\int\kappa\,dx$ over the forbidden region. The plain factor $e^{-S}$ overestimates transmission near the top and gives quotients about a third larger. The quotient is 0.29 for the film and 0.17 for the wire in the ideal case, and about 0.4 for both with oxide. These semiclassical values are somewhat too high, more so for the wire than for the film. Reflection above the top is ignored. It reduces the net gain in current and can cancel it, but part of the current still passes below the barrier top at this gate length.
- **Mobile charge.** Electrons with screening length $\ell$ add $1/\ell^2$ to $1/\lambda^2$, which shortens $\lambda$ by a fraction of about $\lambda^2/(2\ell^2)$. Take Boltzmann statistics at the barrier top and a source doped to $10^{20}$ cm$^{-3}$, with its Fermi energy set to the zero-temperature value. This gives $\ell\approx230$ nm for the ideal film at 300 K, a negligible change. With oxide at 360 K, $\ell\approx13$ nm and the change is about 5%. The Fermi energy at these temperatures is somewhat lower, which lengthens $\ell$ by about a quarter and reduces the last change to about 3%. The lowering of 150 meV used here is itself about a tenth too high, and correcting it leaves a change of about 2%. Near the source and drain the electron density is higher and the linear equation fails.
- **Blurred ends.** At the same doping, a potential drop of 0.4 V entirely inside the source would deplete about 2.3 nm of it. The channel takes part of the drop, so the real depletion is thinner. It is still not negligible beside $\lambda$, so the effective distance between the end planes is uncertain by a length of the order of nanometres, and the lowering is uncertain accordingly: in the ideal case an extra 2.3 nm reduces it by a factor of 1.6 in the film and 2.0 in the wire.

Numbers in the example were calculated in double precision.
